Energy Conservation and Sub-Poisson Pair Numbers in an Electron Cascade

A stochastic simulation of resist exposure must decide how to draw the number of electron-hole pairs that each absorbed photon produces. A Poisson draw needs a mean and nothing else. It is justified if ionizations behave as independent rare events, but in a cascade they all draw on the energy of one photon. The quantity that settles the choice is the Fano factor

F = Var N / ⟨N⟩,

where N is the number of pairs per absorbed photon, including the pair made by the absorption itself. A Poisson count has F = 1.

**Entry 1. Two electrons sharing 2I**

Let each pair cost a fixed energy I, and let a photon of energy 4I be absorbed. The first pair takes I and leaves an electron with kinetic energy 3I. Suppose for now that every electron with energy of at least I ionizes, and that the energy left over is divided at random between the two outgoing electrons.

The electron with 3I ionizes, leaving 2I to share. If one electron receives T, the other receives 2I − T. Apart from the even split, which has zero probability for continuous energies, one of them has more than I and the other less. The richer one ionizes once more, and what remains is below I. Hence N = 3 whatever the split, and F = 0.

Now break the constraint: draw both energies independently and uniformly between 0 and 2I. Each electron then has probability 1/2 of making one more pair, so N is 2, 3 or 4 with probabilities 1/4, 1/2 and 1/4. The mean is still 3, but the variance is 1/2 and F = 1/6.

So energy sharing removes noise by making one electron's success the other's failure. But F is below one even without the constraint, so F < 1 alone is no proof that energy conservation is at work.

**Entry 2. The energy balance for any cascade**

Let the photon energy be E_ph, and let R be all energy not spent on pairs: excitation losses plus the kinetic energy of electrons that can no longer ionize. Then

E_ph = N I + R, so N = (E_ph − R)/I.

With E_ph and I fixed, the variance of N comes from R alone:

Var N = Var R / I²
F = Var R / (I² ⟨N⟩).

Therefore F < 1 if and only if Var R < I²⟨N⟩. Energy conservation supplies the identity, but does not guarantee the inequality. In Entry 1, R equals I every time, so both variances vanish.

To find Var N, I need a model with losses. An electron with energy E ≥ I has two possible collisions:

- With probability p it ionizes. The energy E − I is shared by two electrons, one receiving T and the other E − I − T, with T uniform between 0 and E − I.
- With probability 1 − p it loses a fixed energy ε ≤ I to an excitation.

Below I it makes no more pairs. Holes do not ionize, and electrons evolve independently once their energies are given. Energies lie on a grid, with I and ε whole numbers of steps.

The numerical case has E_ph = 92 eV, I = 10 eV, ε = 6 eV, p = 0.7 and a step of 0.5 eV. The first electron has 92 − 10 = 82 eV. The full distribution of N gives ⟨N⟩ = 5.88 and Var N = 0.743, so

F = 0.743/5.88 = 0.126.

The standard deviation is 0.86 pairs, against √5.88 = 2.4 for a Poisson count. The balance predicts Var R = 100 × 0.743 = 74.3 eV². A separate simulation of 40,000 cascades, tallying the unspent energy, gave 73.8 eV² with a standard error of 0.5 eV². The value needed for F = 1 would be 588 eV².

**Entry 3. Why the siblings are anticorrelated**

Let n(E) be the mean number of further pairs from an electron of energy E. It is zero below I. Above, the two outcomes give

n(E) = p[1 + 2⟨n(T)⟩] + (1 − p) n(E − ε).

The factor 2 appears because T and E − I − T have the same distribution.

This n never decreases with E. At threshold it rises from 0 to p. Suppose it is nondecreasing up to some energy E ≥ I, and go one grid step higher. The average ⟨n(T)⟩ gains one term at the top of its range, no smaller than those already there, so it cannot fall. The term n(E − ε) cannot fall either, because it still refers to energies in the range already covered. By induction n is nondecreasing everywhere.

After an ionization, write x = E − I for the shared energy and n₁, n₂ for the further pairs from the two siblings. Given T they are independent, so their covariance comes from the variation of their means with T:

Cov(n₁, n₂) = Cov_T[n(T), n(x − T)].

To find its sign, take a second independent split T′. If T > T′, the first bracket below is nonnegative and the second nonpositive; if T < T′, the signs are reversed. Either way

[n(T) − n(T′)] [n(x − T) − n(x − T′)] ≤ 0.

Average this. The two products at equal splits each give ⟨n(T)n(x − T)⟩, and the two mixed products each give −⟨n(T)⟩⟨n(x − T)⟩. The average is therefore twice the covariance, and

Cov(n₁, n₂) ≤ 0.

If x < I, neither sibling can ionize and the covariance is zero. In Entry 1 the means are 1/2 and the product n₁n₂ is zero, so the covariance is −1/4. The variance of the sum is then 1/4 + 1/4 − 2/4 = 0, as found there. For the 82 eV electron, ionization at its first collision leaves 72 eV to share. The covariance is −1.69 and the correlation coefficient −0.83.

**Entry 4. Variance collision by collision**

Follow a running forecast Y: the pairs already made plus n(E) for every electron present. It starts at ⟨N⟩ and ends at N. One collision changes it by

δ = 1 + n(T) + n(E − I − T) − n(E) for ionization,
δ = n(E − ε) − n(E) for excitation.

The equation for n(E) says that the mean of δ, given everything that happened before, is zero. Process the collisions one at a time in any fixed order. Then N − ⟨N⟩ is the sum of all δ. In its square, a cross term between an earlier and a later change averages to zero: hold the earlier one fixed and average the later one first. The squares remain:

Var N = Σ_E C(E) ⟨δ²⟩_E.

Here C(E) is the expected number of collisions at energy E, and ⟨δ²⟩_E averages over both channels and all splits.

In the example, ionizing collisions contribute 0.321 and excitations 0.422. Their sum, 0.743, was tested against the variance of the full distribution. In Entry 1 each forecast is already certain, so every δ is zero.

**Entry 5. The high-energy limit**

Far above threshold I try a straight line,

n(E) = (E + c)/W,

where W is the energy cost of one more pair. The average of T is (E − I)/2. Inserting the line and multiplying by W gives

E + c = p[W + E − I + 2c] + (1 − p)[E − ε + c].

The terms in E cancel. Collecting the rest,

0 = p(W − I + c) − (1 − p)ε,

and with r = (1 − p)/p,

c = I − W + rε.

The line fails near threshold, and the average over T includes that region. For the line to hold at high E, the deviations from it must sum to zero over the low energies; this condition selects W. I take W from the numerical solution, as the inverse slope between 300 and 400 eV. It is 16.1 eV, so c = −3.5 eV. With the unrounded values the line was tested at 400 eV and agrees with n to within 10⁻⁶ pairs.

Now insert the line into δ. For ionization,

δ = 1 + (E − I + 2c)/W − (E + c)/W = (W − I + c)/W = rε/W.

The split T has dropped out. When both siblings are far above threshold, it does not matter for the forecast how they share the energy. For excitation, δ = −ε/W. The numbers are +0.160 and −0.373, and 0.7 × 0.160 − 0.3 × 0.373 vanishes within rounding, as it must.

The mean square per collision is

p(rε/W)² + (1 − p)(ε/W)² = r(ε/W)².

There are 1/p collisions per ionization on average. If every collision were far above threshold, F would therefore be

r(ε/W)²/p = 0.429 × 0.139/0.7 = 0.085.

The computed high-energy limit is 0.141. By the sum in Entry 4, the difference of 0.056 is the excess that collisions involving energies near threshold give over the far-above-threshold rate. It is not their whole share. Most collisions in a cascade involve such energies: for a 2000 eV electron, those that leave every outgoing electron above 2I are about 37% of the total and supply only about 0.045 of F. For p = 1 the far-above-threshold part vanishes, and the threshold region is the sole source of noise.

F stays finite for a simple reason. Each collision removes at least ε from the total kinetic energy, so a cascade starting at energy E has at most E/ε collisions. If n stays within a fixed distance of its line, δ is bounded. Var N then grows no faster than E, while ⟨N⟩ follows the line and grows in proportion to E, so their ratio stays bounded.

**Entry 6. The same cascade without the constraint**

As a control, draw the two sibling energies independently, each with its old distribution. Energy is then conserved on average but not in each event. Neither n(E) nor C(E) changes, since both depend on the distribution of one sibling at a time. What changes is the variance of the sum of the two forecasts, which loses its term 2Cov(n₁, n₂). Hence

Var N(control) = Var N − 2 Σ_E C(E) p Cov(n₁, n₂).

Since the covariances are not positive, the control is at least as noisy. Its variance is 0.743 + 4.659 = 5.40, and F rises from 0.126 to 0.92. At 92 eV the control is thus still slightly sub-Poisson. Here the correlation accounts for most of the noise reduction, but not for the bare fact that F < 1.

At higher energy it does decide the matter. To leading order try a control variance bE². A uniform T of range E has variance E²/12, so two independent siblings add 2pE²/(12W²) per collision. The mean of T² is E²/3, so

bE² = pE²/(6W²) + 2p bE²/3 + (1 − p)bE².

This gives bp/3 = p/(6W²), or b = 1/(2W²). The variance tends to half the squared mean, and F grows as E/(2W). The computed ratio at 100 keV is 0.498. On the 0.5 eV grid, the control's F passes one at an electron energy of 86.5 eV and reaches 26 at 1000 eV; a finer grid moves the crossing up by 1 to 2 eV. These energies explore the mathematics at constant p, not a resist.

**Entry 7. Energy conserved, yet F above one**

Let the first electron be lost before its first collision with probability f. Then N = 1 with probability f; otherwise the cascade adds pairs with mean n = 4.88 and variance V = 0.743. The total variance is the mean variance plus the variance of the conditional mean:

F = [(1 − f)V + f(1 − f)n²] / [1 + (1 − f)n].

For f = 0.5 this is (0.37 + 5.95)/3.44 = 1.84. All energy is accounted for, but R now varies too much. For f = 0 the formula returns 0.126.

**Entry 8. What reaches the resist image**

Suppose each pair is kept independently with probability q, because it triggers the chemistry and lies in the volume of interest. For given N, the kept number has mean qN and variance q(1 − q)N. Adding the variance of the mean and dividing by q⟨N⟩,

F_q = [q(1 − q)⟨N⟩ + q² Var N]/(q⟨N⟩) = 1 − q(1 − F).

For q = 1 this is F; for small q it tends to one. With q = 0.5, F_q = 0.56.

Photon arrivals are Poisson, with mean a. The total number kept has mean a q⟨N⟩. Its variance has one part from the counts per photon, a F_q q⟨N⟩, and one from the number of photons, a(q⟨N⟩)². The relative variance is therefore

(1/a)[1 + F_q/(q⟨N⟩)].

Take a cube of 5 nm edge, a dose of 30 mJ/cm² and an absorption coefficient of 5 per µm. The dose is 3.0 × 10⁻¹⁶ J/nm² and the photon energy 1.47 × 10⁻¹⁷ J, so 20.4 photons cross each nm². Then

a = 20.4 × 0.005 × 125 = 12.7.

The relative noise is √[(1 + 0.563/2.94)/12.7] = 30.6%. Photons alone would give 28.0%, and Poisson pairs per photon 32.5%. At this q, the Poisson draw overstates the noise by about 6% of its value. The total remains strongly super-Poisson, with variance/mean = 2.94 + 0.56 = 3.5, because the pairs arrive in bunches, one bunch per photon.

**Entry 9. Model and resist**

The example is placed in the regime of an organic resist exposed at 13.5 nm, where the photon energy is 91.8 eV. The ionization energy, dose and absorption are rough typical values; ε, p and q are choices, so F = 0.126 is a model result and not a property of a measured resist. Changing one assumption at a time, with the other parameters held fixed, gives:

- Ionization probability rising linearly from zero at 10 eV to 0.7 at 20 eV: ⟨N⟩ = 5.0, F = 0.127.
- Uneven sharing, with one slow electron preferred: F = 0.124.
- Half of all collisions vibrational, losing 0.5 eV each: F = 0.132.
- 30% of photons absorbed at 18 eV binding energy: F = 0.135.
- Escape of 0.6% of first electrons through the top surface, averaged over the depth of a 40 nm film, for an assumed free path of 1 nm: F = 0.152. Escape is concentrated near the surface; for photons absorbed in the top 5 nm it is about 5%, and the formula of Entry 7 gives F ≈ 0.33.
- Grid step halved: F = 0.1255.

The small escape probability matters because each loss removes nearly five pairs at once: it adds about 0.00625 × 4.88² = 0.15 to the variance. Thermal energy at 300 K, 0.026 eV, is small beside I.

The assumption I trust least is independent keeping. Real cascades spread over nanometres, so pairs from one photon can leave a 5 nm cube together, and pairs from photons absorbed outside can enter it. Entry 8 counts only photons absorbed inside the cube. Pairs entering from outside average the count over more photons and lower the relative noise, so the 30.6% and the 6% hold only if this exchange is negligible. Even independent loss moves F from 0.13 to 0.56 at q = 0.5; correlated loss is not computed here. Attenuation also matters: 82% of the light reaches the film bottom, where the relative noise is higher by a factor 1/√0.82 = 1.10. That exceeds the 6% at stake in the choice of pair distribution.

For the simulation, this model favours drawing N from the narrow cascade distribution and applying losses afterwards. The bracket in Entry 8 differs between the two draws by (1 − F)/⟨N⟩, whatever the value of q. The choice therefore has little effect on the total noise if ⟨N⟩ is much larger than one, or if q⟨N⟩ is so small that the noise of independent loss dominates.

Table of computed values

```
Photon energy used: 92 eV
Photon energy at 13.5 nm: 91.84 eV
Energy per pair I: 10 eV
Excitation loss: 6 eV
Ionization probability: 0.7
Energy grid step: 0.5 eV
Primary electron energy: 82 eV
Probability of N pairs: 2: 0.0001, 3: 0.0028, 4: 0.0472, 5: 0.2630, 6: 0.4584, 7: 0.2115, 8: 0.0169
Mean pairs per photon: 5.879
Variance of pairs per photon: 0.7434
Fano factor: 0.1264
Simulated cascades: 40000
Simulated mean unspent energy R: 33.21 eV
Simulated variance of R: 73.8 eV^2
Standard error of that variance: 0.51 eV^2
Variance of R from I^2 Var N: 74.34 eV^2
Bound I^2 <N> for F = 1: 587.9 eV^2
Variance part from ionizing collisions: 0.3211
Variance part from excitations: 0.4223
Sibling covariance, first split at 82 eV: -1.692
Sibling correlation coefficient: -0.8325
Control cascade variance: 5.402
Control cascade Fano factor: 0.9189
Variance removed by sibling correlation: 4.659
Electron energy where control F exceeds 1: 86.5 eV
Control F at 1000 eV (formal limit study): 26.1
Control variance/mean^2 at 100 keV (formal): 0.4982
High-energy mean cost per pair W: 16.09 eV
High-energy offset c: -3.514 eV
High-energy change per ionization: 0.1599
High-energy change per excitation: -0.373
High-energy Fano factor: 0.1409
Mean pairs with half of primaries lost: 3.44
Fano factor with half of primaries lost: 1.838
Dose: 30 mJ/cm2
Absorption coefficient: 5 1/um
Cube edge: 5 nm
Absorbed photons in cube: 12.72
Probability q that a pair is kept: 0.5
Fano factor of kept pairs: 0.5632
Mean kept pairs in cube: 37.39
Variance/mean of kept pairs in cube: 3.503
Relative noise of kept pairs: 30.61 %
Relative noise if pairs per photon were Poisson: 32.46 %
Relative noise of photons alone: 28.04 %
Variant, grid step 0.25 eV: mean 5.844, F 0.1255
Variant, ionization probability rising over 10-20 eV: mean 5.007, F 0.1266
Variant, slow secondaries preferred: mean 5.956, F 0.1239
Variant, half of collisions vibrational, 0.5 eV each: mean 5.617, F 0.1319
Variant, 30% of photons absorbed at 18 eV binding: mean 5.730, F 0.1351
Variant, primary escape through the surface: mean 5.849, F 0.1516
Primary free path assumed: 1 nm
Primary escape probability: 0.625 %
Film thickness: 40 nm
Light left at film bottom: 81.87 %
Thermal energy at 300 K: 0.0259 eV
```
